# The octahedral ligand field in a d shell, derived two ways, part 1

(Sections cited here and not found follow in the later parts.)

Place a titanium $3d$ electron at the centre of six point charges $-2e$, each 200 pm away along $\pm x$, $\pm y$, $\pm z$, and integrate the Coulomb repulsion directly over the five $d$ orbitals. Two of them come out 0.55876 eV above the mean of the five and three come out 0.37251 eV below it. Repeat the calculation with the more compact $3d$ orbital of vanadium, and the shifts are $+0.28674$ eV and $-0.19116$ eV. The sizes have nearly halved, yet $0.55876/0.37251 = 1.500$ and $0.28674/0.19116 = 1.500$. The integrals contain no multipole expansion and no group theory, and still five levels collapse into two, in the ratio $6:-4$, whatever the radial function. The shifts are written $+6Dq$ and $-4Dq$, and their difference $10Dq$ is the ligand-field parameter that enters the $L_{2,3}$ and $M_{2,3}$ absorption edges of $3d$ ions.

## The problem and its reduction to angles

One electron of charge $-e$ occupies a shell of angular momentum $l$, with orbitals $\psi_{lm}(\mathbf r) = R_l(r)\,Y_{lm}(\hat{\mathbf r})$ that are degenerate in the free ion. The surroundings add a potential energy $U(\mathbf r)$. The treatment is first-order degenerate perturbation theory: the radial function is held fixed, mixing with other shells is dropped, and the shifts are the eigenvalues of the matrix $\langle lm|U|lm'\rangle$. With the radial density $\rho(r) = r^2R_l(r)^2$, normalized to $\int_0^\infty\rho\,dr = 1$,

$$\langle lm|U|lm'\rangle = \int d\Omega\; Y_{lm}^*(\hat{\mathbf r})\,\bar U(\hat{\mathbf r})\,Y_{lm'}(\hat{\mathbf r}),\qquad \bar U(\hat{\mathbf r}) = \int_0^\infty \rho(r)\,U(r\hat{\mathbf r})\,dr. \tag{1}$$

All five $d$ orbitals share one $\rho$, so the radial integral can be done first, and only the function $\bar U$ on the unit sphere matters.

The expansion of $\bar U$ uses the rescaled harmonics $C_{kq} = \sqrt{4\pi/(2k+1)}\;Y_{kq}$ with the Condon–Shortley phase. With $u=\cos\theta$ and $q\ge0$,

$$C_{kq} = (-1)^q\sqrt{\frac{(k-q)!}{(k+q)!}}\;\sin^q\theta\;\frac{d^qP_k}{du^q}\,e^{iq\varphi},\qquad C_{k,-q} = (-1)^qC_{kq}^*, \tag{2}$$

so that $C_{k0}=P_k(u)$. On the $+z$ axis $\sin\theta=0$ and $P_k(1)=1$, hence $C_{kq}(\hat{\mathbf z})=\delta_{q0}$. The coefficients $A_{kq}$, which are energies, are defined by

$$\bar U(\hat{\mathbf r}) = \sum_{k=0}^\infty\sum_{q=-k}^{k}A_{kq}\,C_{kq}(\hat{\mathbf r}). \tag{3}$$

The functions needed explicitly follow from $P_2=(3u^2-1)/2$ and $P_4=(35u^4-30u^2+3)/8$. For $k=2$ the derivatives are $P_2'=3u$ and $P_2''=3$, the square roots in (2) are $1/\sqrt6$ and $1/\sqrt{24}$, and

$$C_{20}=\tfrac12(3u^2-1),\qquad C_{2,\pm1}=\mp\sqrt{\tfrac32}\,u\sin\theta\,e^{\pm i\varphi},\qquad C_{2,\pm2}=\sqrt{\tfrac38}\,\sin^2\theta\,e^{\pm2i\varphi}. \tag{4}$$

For $k=4$ the fourth derivative of $P_4$ is $35\cdot24/8=105$, the root is $1/\sqrt{8!}=1/\sqrt{40320}$, and $105^2/40320 = 11025/40320 = 35/128$ after cancelling 315, so

$$C_{4,\pm4}=\sqrt{\tfrac{35}{128}}\;\sin^4\theta\,e^{\pm4i\varphi}. \tag{5}$$

### Only $k=0,2,4$ act inside a $d$ shell

The function $r^kC_{kq}$ is a homogeneous polynomial of degree $k$ in $x,y,z$. In (2), $r^q\sin^q\theta\,e^{iq\varphi}=(x+iy)^q$, and $d^qP_k/du^q$ contains the powers $u^{k-q},u^{k-q-2},\dots$, which after multiplication by $r^{k-q}$ become $z^{k-q}, z^{k-q-2}r^2,\dots$. These polynomials also satisfy Laplace's equation, because $\nabla^2 = r^{-2}\partial_r r^2\partial_r - L^2/r^2$ (with $L$ in units of $\hbar$) gives $[k(k+1)-k(k+1)]\,r^{k-2}C_{kq}=0$.

Consider all homogeneous polynomials of degree $n$. The monomials $x^ay^bz^c$ with $a+b+c=n$ number $(n+1)(n+2)/2$. The functions $r^{n-k}\cdot r^kC_{kq}$ with $k=n,n-2,n-4,\dots$ belong to this space, since $r^{n-k}$ is a power of $x^2+y^2+z^2$. They are linearly independent, being orthogonal on the sphere. Their number $\sum(2k+1)$ equals the dimension: the two counts agree at $n=0$ (one) and $n=1$ (three), and both grow by $2n+1$ from $n-2$ to $n$, because $\tfrac12[(n+1)(n+2)-(n-1)n]=2n+1$. They therefore form a basis. On the unit sphere every homogeneous polynomial of degree $n$ is a combination of harmonics with $k=n,n-2,\dots$ only.

The product $r^{2l}\,Y_{lm}^*Y_{lm'}$ is such a polynomial with $n=2l$. It is orthogonal to every harmonic with $k$ odd or $k>2l$, so

$$\langle lm|C_{kq}|lm'\rangle=0\quad\text{unless } k\in\{0,2,\dots,2l\}. \tag{6}$$

The infinite sum (3) is thereby cut off exactly: a $d$ shell responds to $k=0,2,4$, a $p$ shell to $k=0,2$, an $f$ shell to $k=0,2,4,6$. The azimuthal integral $\int e^{i(-m+q+m')\varphi}d\varphi$ adds the condition $q=m-m'$.

## First derivation: six point charges

### The multipole expansion

Six charges $-Ze$ sit at $\mathbf R_i$ with $|\mathbf R_i|=R$, on the positive and negative $x$, $y$, $z$ axes. The electron's charge $-e$ times the ligand's $-Ze$ is positive, so

$$U(\mathbf r)=\frac{Ze^2}{4\pi\varepsilon_0}\sum_{i=1}^6\frac1{|\mathbf r-\mathbf R_i|}. \tag{7}$$

Take one term and let $\gamma$ be the angle between $\mathbf r$ and $\mathbf R_i$. For $r<R$ the function $1/|\mathbf r-\mathbf R_i|$ solves Laplace's equation, is regular at the origin and is symmetric about the axis $\hat{\mathbf R}_i$, so it has the form $\sum_kc_kr^kP_k(\cos\gamma)$. On the axis, $\gamma=0$, it equals $1/(R-r)=\sum_kr^k/R^{k+1}$, and $P_k(1)=1$ gives $c_k=R^{-k-1}$. The distance $|\mathbf r-\mathbf R_i|=(r^2+R^2-2rR\cos\gamma)^{1/2}$ is symmetric under $r\leftrightarrow R$, so for $r>R$ the same series holds with the two lengths exchanged. With $r_<$ and $r_>$ the smaller and larger of $r$ and $R$,

$$\frac1{|\mathbf r-\mathbf R_i|}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma). \tag{8}$$

The series converges uniformly in angle for every $r\ne R$, and the single radius $r=R$ does not affect the radial integral in (1).

The addition theorem separates the two directions. Define $K(\hat{\mathbf a},\hat{\mathbf b})=\sum_qC_{kq}^*(\hat{\mathbf a})\,C_{kq}(\hat{\mathbf b})$. A rotation $g$ commutes with $L^2$ and preserves integrals over the sphere, so it maps the $2k+1$ functions $C_{kq}$, which are orthogonal and of equal norm, onto combinations of themselves with a unitary matrix: $C_{kq}(g\hat{\mathbf a})=\sum_{q'}D_{qq'}C_{kq'}(\hat{\mathbf a})$. Then $K(g\hat{\mathbf a},g\hat{\mathbf b})=\sum_{q'q''}\big(\sum_qD^*_{qq'}D_{qq''}\big)C^*_{kq'}(\hat{\mathbf a})C_{kq''}(\hat{\mathbf b})=K(\hat{\mathbf a},\hat{\mathbf b})$. Choose $g$ so that $\hat{\mathbf a}$ goes to $\hat{\mathbf z}$. Only $q=0$ survives, the polar angle of the rotated $\hat{\mathbf b}$ is $\gamma$, and

$$P_k(\cos\gamma)=\sum_{q=-k}^kC_{kq}^*(\hat{\mathbf R}_i)\,C_{kq}(\hat{\mathbf r}). \tag{9}$$

Inserting (9) into (8), summing over ligands, averaging over $\rho$ and comparing with (3) gives

$$A_{kq}=\frac{Ze^2}{4\pi\varepsilon_0}\,I_k\,S_{kq},\qquad S_{kq}=\sum_iC_{kq}^*(\hat{\mathbf R}_i),\qquad I_k=\int_0^R\rho\,\frac{r^k}{R^{k+1}}\,dr+\int_R^\infty\rho\,\frac{R^k}{r^{k+1}}\,dr. \tag{10}$$

The radial factor $I_k$ is common to all ligands because they lie at one distance, and it does not depend on $q$. The ratio $A_{kq}/A_{k0}=S_{kq}/S_{k0}$ is therefore pure geometry, and it holds whether or not the orbital reaches beyond the ligands.

### The ligand sums

The two axial ligands have $\sin\theta=0$ and contribute only to $q=0$, each with $P_k(\pm1)=1$ for even $k$. The four equatorial ligands have $\theta=\pi/2$ and $\varphi=0,\pi/2,\pi,3\pi/2$. Their azimuthal factors add to $1+w+w^2+w^3$ with $w=e^{-iq\pi/2}$. This is 4 when $w=1$, that is when $q$ is a multiple of 4, and otherwise $(w^4-1)/(w-1)=0$. Only $q=0$ and $q=\pm4$ remain for $k\le4$:

$$S_{00}=6,\qquad S_{20}=2+4P_2(0)=2+4\left(-\tfrac12\right)=0,$$

$$S_{40}=2+4P_4(0)=2+4\cdot\tfrac38=\tfrac72,\qquad S_{44}=S_{4,-4}=4\sqrt{\tfrac{35}{128}}=2.091650 .$$

The rank-2 field vanishes entirely: $S_{2,\pm1}$ and $S_{2,\pm2}$ by the fourfold sum, $S_{20}$ by a cancellation between axial and equatorial ligands, which carries over to $A_{20}$ because equal charges at equal distances give all six ligands the same weight, charge times $I_2$. The rank-4 ratio is

$$\frac{A_{44}}{A_{40}}=\frac{4\sqrt{35/128}}{7/2}=\frac87\sqrt{\frac{35}{128}}=\sqrt{\frac{64\cdot35}{49\cdot128}}=\sqrt{\frac{35}{98}}=\sqrt{\frac5{14}}=0.597614 . \tag{11}$$

It is positive because $e^{\mp4i\varphi}=+1$ at every equatorial ligand when $x$ and $y$ point at ligands. Inside a $d$ shell the field acts as

$$\bar U\;\to\;A_{00}+A_{40}\left[C_{40}+\sqrt{\tfrac5{14}}\,(C_{44}+C_{4,-4})\right],\qquad A_{00}=6\,\frac{Ze^2}{4\pi\varepsilon_0}I_0,\quad A_{40}=\frac72\,\frac{Ze^2}{4\pi\varepsilon_0}I_4 . \tag{12}$$

### The angular integrals

With $Y_{2m}=\sqrt{5/4\pi}\;C_{2m}$ and the $\varphi$ integral giving $2\pi$, the diagonal elements of $C_{40}$ are

$$\langle m|C_{40}|m\rangle=\frac5{4\pi}\,2\pi\int_{-1}^1|C_{2m}|^2P_4\,du=\frac52\int_{-1}^1|C_{2m}|^2P_4\,du .$$

Each $|C_{2m}|^2$ is an even polynomial of degree 4 in $u$. Using $\int_{-1}^1u^{2n}du=2/(2n+1)$, the moments of $P_4$ are

$$\int P_4\,du=\tfrac14(7-10+3)=0,\qquad\int u^2P_4\,du=\tfrac14(5-6+1)=0,$$

$$\int u^4P_4\,du=\tfrac14\left(\tfrac{35}9-\tfrac{30}7+\tfrac35\right)=\tfrac14\cdot\frac{1225-1350+189}{315}=\frac{16}{315}.$$

Only the coefficient of $u^4$ counts, and it is multiplied by $\tfrac52\cdot\tfrac{16}{315}=\tfrac8{63}$. From (4), $|C_{20}|^2=\tfrac14(9u^4-6u^2+1)$ has the coefficient $9/4$; $|C_{2,\pm1}|^2=\tfrac32u^2(1-u^2)$ has $-3/2$; and $|C_{2,\pm2}|^2=\tfrac38(1-u^2)^2$ has $3/8$. Multiplying by $8/63$ gives $18/63$, $-12/63$ and $3/63$:

$$\langle0|C_{40}|0\rangle=\frac6{21},\qquad\langle\pm1|C_{40}|\pm1\rangle=-\frac4{21},\qquad\langle\pm2|C_{40}|\pm2\rangle=\frac1{21}. \tag{13}$$

The five diagonal elements add to $(6-4-4+1+1)/21=0$. They must, because by (9) $\sum_m|C_{2m}|^2=P_2(1)=1$ is constant on the sphere and hence orthogonal to every harmonic with $k>0$.

The rule $q=m-m'$ leaves $C_{44}$ a single element, between $m=2$ and $m'=-2$. The phases $e^{-2i\varphi}$ from $C_{22}^*$, $e^{4i\varphi}$ from $C_{44}$ and $e^{-2i\varphi}$ from $C_{2,-2}$ cancel, all prefactors in (4) and (5) are positive, and

$$\langle2|C_{44}|{-2}\rangle=\frac52\cdot\frac38\sqrt{\frac{35}{128}}\int_{-1}^1(1-u^2)^4du .$$

The binomial expansion gives $2\left(1-\tfrac43+\tfrac65-\tfrac47+\tfrac19\right)=2\,(315-420+378-180+35)/315=256/315$. Then $\tfrac{15}{16}\cdot\tfrac{256}{315}=\tfrac{16}{21}$ and $16\sqrt{35/128}=\sqrt{256\cdot35/128}=\sqrt{70}$, so

$$\langle2|C_{44}|{-2}\rangle=\langle-2|C_{4,-4}|2\rangle=\frac{\sqrt{70}}{21},\qquad\sqrt{70}=8.366600 . \tag{14}$$

The second element is the complex conjugate of the first, since $C_{4,-4}=C_{44}^*$.

### The levels

The common denominator suggests the unit

$$Dq\equiv\frac{A_{40}}{21}. \tag{15}$$

Keep the ratio $a=A_{44}/A_{40}$ general for a moment and measure energies from $A_{00}$ in units of $Dq$. The state $m=0$ is coupled to nothing and lies at $+6$. The states $m=\pm1$ differ by $q=2$, which the field lacks, and both lie at $-4$. The states $m=\pm2$ form the block

$$\begin{pmatrix}1&\sqrt{70}\,a\\\sqrt{70}\,a&1\end{pmatrix},$$

whose eigenvectors are $(1,1)/\sqrt2$ with eigenvalue $1+\sqrt{70}\,a$ and $(1,-1)/\sqrt2$ with eigenvalue $1-\sqrt{70}\,a$. For $a=\sqrt{5/14}$ the coupling is $\sqrt{70\cdot5/14}=\sqrt{25}=5$, and the eigenvalues are $+6$ and $-4$. By (4) the symmetric combination is proportional to $\sin^2\theta\cos2\varphi=(x^2-y^2)/r^2$ and the antisymmetric one to $\sin^2\theta\sin2\varphi=2xy/r^2$. The degenerate pair $m=\pm1$ can be recombined into $u\sin\theta\cos\varphi=xz/r^2$ and $u\sin\theta\sin\varphi=yz/r^2$. The result is

$$E(e_g)=A_{00}+6Dq\quad(d_{z^2},\,d_{x^2-y^2}),\qquad E(t_{2g})=A_{00}-4Dq\quad(d_{xy},\,d_{xz},\,d_{yz}), \tag{16}$$

where $e_g$ and $t_{2g}$ are the labels of the twofold and threefold levels. From (12) and (15), $\tfrac72/21=\tfrac16$, so

$$Dq=\frac16\,\frac{Ze^2}{4\pi\varepsilon_0}\,I_4 . \tag{17}$$

For negative ligands $Dq>0$: the two orbitals whose lobes point at the charges go up, and the three whose lobes point between them go down.

The general $a$ shows how special the ratio is. The levels $6,-4,-4,1\pm\sqrt{70}\,a$ merge into a doublet and a triplet only if $1+\sqrt{70}\,|a|=6$ and $1-\sqrt{70}\,|a|=-4$. Both conditions give $|a|=5/\sqrt{70}=\sqrt{5/14}$; they are one condition because the trace vanishes. With $a=0.4$ the coupling is $8.3666\times0.4=3.3466$, and the levels are $-4,-4,-2.3466,4.3466,6$.

### The inner limit

If the orbital has no density beyond $R$, then $I_0=1/R$, $I_4=\langle r^4\rangle/R^5$, and

$$Dq_{\rm in}=\frac{Ze^2}{4\pi\varepsilon_0}\,\frac{\langle r^4\rangle}{6R^5}. \tag{18}$$

For a real orbital (18) is an upper bound on the point-charge value (17). The difference of the radial factors is

$$\frac{\langle r^4\rangle}{R^5}-I_4=\frac1R\int_R^\infty\rho(r)\left[\left(\frac rR\right)^4-\left(\frac Rr\right)^5\right]dr, \tag{19}$$

and the bracket is positive for $r>R$. In the regime of (18) the splitting falls as $R^{-5}$, so $\delta Dq/Dq=-5\,\delta R/R$ for small changes, and it vanishes as $\langle r^4\rangle$ for a compact shell.

## Second derivation: symmetry and Cartesian polynomials

### The invariant fields

Nothing is now assumed about the source of $U$. It is any local potential energy that is unchanged by the 48 operations of the octahedral group $O_h$. With axes along the three fourfold axes these operations are the six permutations of $x,y,z$ combined with the eight choices of signs. They preserve $r$, so $\bar U$ of (1) is invariant too. They also commute with $L^2$ and so never mix different $k$. Write $\bar U=\sum_k\bar U_k$ with $\bar U_k=\sum_qA_{kq}C_{kq}$. The transformed function has components $g\bar U_k$, and since the decomposition by $k$ is unique, $g\bar U=\bar U$ forces $g\bar U_k=\bar U_k$ for each $k$. Hence $h_k=r^k\bar U_k$ is a homogeneous polynomial of degree $k$ with three properties: it is even in each of $x,y,z$ separately (sign changes), it is symmetric under permutations, and $\nabla^2h_k=0$.

For $k=2$ the even monomials are $x^2,y^2,z^2$, and the symmetric combination is $\alpha r^2$. Its Laplacian is $6\alpha$, so $\alpha=0$. No rank-2 field is compatible with the symmetry.

For $k=4$ the even monomials fall into two permutation classes,

$$h_4=\alpha\,(x^4+y^4+z^4)+\beta\,(x^2y^2+y^2z^2+z^2x^2).$$

The Laplacian of the first class is $12(x^2+y^2+z^2)$. In the second, $\nabla^2x^2y^2=2y^2+2x^2$, and each variable occurs in two of the three terms, which gives $4r^2$. The condition $12\alpha+4\beta=0$ fixes $\beta=-3\alpha$, and one free constant remains:

$$h_4=\alpha H,\qquad H=x^4+y^4+z^4-3(x^2y^2+y^2z^2+z^2x^2). \tag{20}$$

With $T=x^4+y^4+z^4$ and $r^4=T+2(x^2y^2+y^2z^2+z^2x^2)$, the second class equals $(r^4-T)/2$, so

$$H=T-\tfrac32(r^4-T)=\tfrac52\left(T-\tfrac35r^4\right). \tag{21}$$

On the $z$ axis $H/r^4=1$, while $\bar U_4(\hat{\mathbf z})=A_{40}$ because $C_{4q}(\hat{\mathbf z})=\delta_{q0}$. Therefore $\alpha=A_{40}$.

The point-charge sum has given the ratio $A_{44}/A_{40}$ and the levels $+6Dq$ and $-4Dq$, and octahedral symmetry alone has fixed the rank-4 field up to the one constant $A_{40}$. It remains to obtain the ratio and the levels from the polynomial $H$, to compare the assumptions of the two derivations, and to apply the result to a worked example and to absorption edges.
